Aufbau conditions from minimizing the energy over orbital occupations

**1. Definitions and conventions**

The one-particle space has a finite number M of orthonormal spin-orbitals φ_i. Each has an occupation f_i between 0 and 1, and the occupations add up to the electron number N, with 0 < N < M. A spatial orbital that serves both spins counts as two spin-orbitals. Orbitals and occupations together form the density matrix

γ = Σ_i f_i |φ_i⟩⟨φ_i|,  0 ≤ f_i ≤ 1,  Σ_i f_i = N.

Its diagonal is the density, n(r) = Σ_i f_i |φ_i(r)|². Here r labels the sites of a lattice; in continuous space the sums over r become integrals. The energy is

E[γ] = Tr(tγ) + G[n],

where t is the one-body operator (kinetic energy and external potential) and G contains the interaction in some density functional approximation. G is assumed differentiable, with one-sided derivatives at the ends of the allowed range. With v(r) = ∂G/∂n(r), the Kohn-Sham operator is

h = t + v.

The question is what a minimum of E, taken over orbitals and occupations together, implies for the occupations. The allowed γ form a closed and bounded set in a finite matrix space and E is continuous on it, so a minimum exists.

In the lattice examples the electrons are spinless. Where there is hopping, its matrix element is −1 and energies are in units of the hopping strength. The two-site example of section 2 has no hopping, and its unit of energy is arbitrary.

**2. The simplest case: one electron, two sites**

Take two sites without hopping between them, with site energies a and 0, and G = (U/2) Σ_r n(r)². Let site 1 hold the charge f and site 2 the charge 1 − f:

E(f) = a f + (U/2)[f² + (1 − f)²].

The operator h is diagonal, with levels ε_1 = a + Uf and ε_2 = U(1 − f). Differentiation gives

dE/df = a + Uf − U(1 − f) = ε_1 − ε_2.

The slope is the level difference because raising f takes charge out of orbital 2 and puts it into orbital 1. A minimum on the interval 0 ≤ f ≤ 1 can occur in three ways:

- at f = 0, where the slope must be ≥ 0, so ε_1 ≥ ε_2: the empty level is not below the full one;
- at f = 1, where the slope must be ≤ 0, so ε_1 ≤ ε_2;
- in between, where the slope must vanish, so ε_1 = ε_2.

These are the aufbau conditions for two levels. At an end point the slope need not vanish, because one direction of motion is forbidden.

Limit U = 0: the slope is the constant a, so for a ≠ 0 the minimum is at an end and the lower site is full.

For U ≠ 0 the levels meet where a + U(2f − 1) = 0, that is, at f = 1/2 − a/(2U). This point lies in the allowed interval only if |a| ≤ |U|; otherwise the slope keeps one sign and the minimum is at an end. When the point lies inside the interval, its nature follows from the second derivative of E, which is 2U. With repulsion, U > 0, the meeting point is a minimum. With attraction it is a maximum. For a = 0.2 and U = −1 it lies at f = 0.5 + 0.1 = 0.6, and the candidates are:

f = 0: ε_1 = 0.20, ε_2 = −1.00, E = −0.500
f = 0.6: ε_1 = ε_2 = −0.40, E = −0.140
f = 1: ε_1 = −0.80, ε_2 = 0.00, E = −0.300

All three satisfy the aufbau conditions. The first is the global minimum, the last a local minimum, and the middle one a maximum. The conditions are therefore necessary for a minimum but not, in general, sufficient. Allowing orbitals that mix the two sites does not change this verdict: without hopping, E depends on γ through the site densities alone, and the interval already covers all of those.

**3. Many orbitals, held fixed**

Now let there be M orbitals, fixed for the moment, and vary the occupations. Since ∂n(r)/∂f_i = |φ_i(r)|²,

∂E/∂f_i = ⟨φ_i|t|φ_i⟩ + Σ_r v(r)|φ_i(r)|² = ⟨φ_i|h|φ_i⟩ ≡ ε_i.

For now ε_i is a diagonal element of h; section 4 shows that at a minimum it can be taken as an eigenvalue.

Move a small charge s > 0 from orbital i to orbital j. This is allowed if i has charge to give, f_i > 0, and j has room, f_j < 1. The sum of the occupations is unchanged, and the energy changes by

ΔE = s(ε_j − ε_i) + o(s).

At a minimum ΔE ≥ 0. Dividing by s and letting s go to zero gives

ε_i ≤ ε_j whenever f_i > 0 and f_j < 1.

So the highest level that holds charge is not above the lowest level that has room. Both kinds of level exist because 0 < N < M. Choose a number μ with

max{ε_i : f_i > 0} ≤ μ ≤ min{ε_j : f_j < 1}.

A full orbital belongs to the first set, an empty one to the second, and a fractional one to both. Hence

f_i = 1 ⇒ ε_i ≤ μ,
f_i = 0 ⇒ ε_i ≥ μ,
0 < f_i < 1 ⇒ ε_i = μ.

Read from the levels to the occupations: a level below μ cannot have room, so it is full; a level above μ cannot hold charge, so it is empty. A level at μ may be full, empty or fractional. If any level is fractional, μ is fixed by it. If none is and there is a gap, every μ in the gap will do.

*The same statement with multipliers.* Write the bounds as −f_i ≤ 0 and f_i − 1 ≤ 0, and form

L = E − μ(Σ_i f_i − N) − Σ_i α_i f_i + Σ_i β_i(f_i − 1).

The Karush-Kuhn-Tucker conditions are ∂L/∂f_i = 0, non-negative multipliers for the inequalities, and a zero multiplier wherever the bound is not reached:

ε_i = μ + α_i − β_i,  α_i ≥ 0,  β_i ≥ 0,  α_i f_i = 0,  β_i(1 − f_i) = 0.

The multipliers can be written down from the μ just found:

α_i = max(ε_i − μ, 0),  β_i = max(μ − ε_i, 0).

Their difference is ε_i − μ, as required. If f_i > 0, then ε_i ≤ μ and α_i = 0. If f_i < 1, then ε_i ≥ μ and β_i = 0. So all the conditions hold.

Conversely, the conditions return the three cases. For f_i = 1, α_i = 0 and ε_i = μ − β_i ≤ μ. For f_i = 0, β_i = 0 and ε_i = μ + α_i ≥ μ. For a fractional orbital both multipliers vanish and ε_i = μ. Physically, β_i is the first-order energy cost per unit charge of lifting charge from a full level to μ, and α_i is the cost of raising it from μ into an empty level.

**4. Letting the orbitals vary**

For a small change of γ the density changes by δn(r) = δγ(r,r), so

δE = Tr(t δγ) + Σ_r v(r) δγ(r,r) = Tr(h δγ).

Rotate the orbitals at fixed occupations: γ(s) = e^{sX} γ e^{−sX}, with X anti-Hermitian. To first order δγ = s[X,γ]. The cyclic property of the trace gives

dE/ds = Tr(hXγ − hγX) = Tr(X(γh − hγ)) = Tr(X[γ,h]).

Both signs of s are allowed, so this must vanish at a minimum for every anti-Hermitian X. The commutator C = [γ,h] is itself anti-Hermitian, so X = C is a permitted choice. It gives Tr(C²) = −Tr(C†C) = −Σ_ij |C_ij|² = 0, hence C = 0. In the orbital basis this reads

(f_i − f_j) ⟨φ_i|h|φ_j⟩ = 0.

Orbitals with different occupations are not coupled by h. Orbitals with equal occupations may still be coupled, but a rotation among them leaves γ unchanged, and we use that freedom to diagonalize h. The orbitals are then eigenfunctions of h, and the ε_i of section 3 are its eigenvalues. The argument of section 3 applies to these orbitals held fixed, since a joint minimum is in particular a minimum over f for its own orbitals. This completes the derivation of the aufbau conditions.

*Janak's theorem.* The derivation did not need to know how the orbitals respond to a change of occupation, but the response is easily included. Let the orbitals be stationary for each set of occupations, be eigenfunctions of h, and depend smoothly on f. Define X = Σ_j |∂φ_j/∂f_i⟩⟨φ_j|, which is anti-Hermitian because the orbitals stay orthonormal. Then

dγ/df_i = |φ_i⟩⟨φ_i| + [X,γ],

dE/df_i = ⟨φ_i|h|φ_i⟩ + Tr(X[γ,h]) = ε_i.

The relaxation term vanishes because γ and h commute. This was tested on a five-site chain with uneven site energies and G = Σ_r (n²/2 − 0.3 n^{4/3}), at the fixed occupations 0.9, 0.8, 0.5, 0.3 and 0.1. The self-consistent eigenvalues and the numerical slopes of the relaxed energy differ by at most 5 × 10⁻⁹. The third level, for example, is 0.18875 both ways.

*The meaning of μ.* Suppose that the minimizing γ changes smoothly with N, and that the full levels stay full and the empty ones empty. Only the fractional levels then change their occupation, and all of them lie at μ:

dE/dN = Σ_i ε_i df_i/dN = μ Σ_i df_i/dN = μ.

The same chain with G = Σ_r n² (U = 2) and N = 2.3 has its minimum at the occupations 1, 1, 0.3, 0, 0. The numerical slope dE/dN and the third level are both 0.92187. For N = 2 the occupations are 1, 1, 0, 0, 0. The second and third levels are then −0.0021 and 0.7535, and any μ between them satisfies the conditions.

**5. When the conditions are sufficient**

Suppose that E is convex in γ. The first term of E is linear in γ, and n is linear in γ, so convexity of G in n is enough. For any allowed γ' and 0 < s ≤ 1,

E[γ + s(γ' − γ)] ≤ (1 − s)E[γ] + sE[γ'].

Subtract E[γ], divide by s and let s go to zero. The left side becomes the first variation:

E[γ'] − E[γ] ≥ Tr(h(γ' − γ)).

Let γ commute with its own h and satisfy the aufbau conditions. In the common eigenbasis define g_i = ⟨φ_i|γ'|φ_i⟩, which lies between 0 and 1 because γ' does. Both Σg_i and Σf_i equal N, so μ can be subtracted from every level:

Tr(h(γ' − γ)) = Σ_i ε_i(g_i − f_i) = Σ_i (ε_i − μ)(g_i − f_i).

If ε_i > μ, then f_i = 0 and both factors are non-negative. If ε_i < μ, then f_i = 1 and neither factor is positive. Levels at μ contribute nothing. The sum is therefore non-negative, and γ is a global minimum.

The repulsion (U/2)n² with U > 0 is convex. A term −c n^{4/3} with c > 0, the form of local exchange, is concave and works against convexity. With such a functional a self-consistent aufbau solution may still be the global minimum, but this argument no longer guarantees it.

**6. A triangle that prefers fractional occupations**

Put N = 2 electrons on a triangle with hopping −1 along each side. The apex has site energy D = 0.4, the two base sites have energy 0, and G = (U/2) Σ_r n² with U = 2. This energy is convex, so any self-consistent state that satisfies the aufbau conditions is a global minimum.

Let w_a = D + U n_a and w_b = U n_b be the diagonal elements of h on the apex and on each base site, for a density that is equal on the two base sites. The mirror that exchanges the base sites sorts the orbitals into even and odd. The odd orbital (0, 1, −1)/√2 has the level w_b + 1. The even block, in the basis of the apex and (0, 1, 1)/√2, has diagonal elements w_a and w_b − 1 and coupling −√2. An even level λ satisfies

(w_a − λ)(w_b − 1 − λ) = 2.

Since N is an integer, a fractional solution has at least two fractional levels, and these must coincide at μ. The two even levels are kept apart by their coupling, so one of them must meet the odd level. Inserting λ = w_b + 1 gives (w_a − w_b − 1)(−2) = 2, so w_a = w_b. The levels meet when the interaction has levelled the site potentials. With w the common value, the levels and orbitals are

low: w − 2, (1, 1, 1)/√3
even: w + 1, (2, −1, −1)/√6
odd: w + 1, (0, 1, −1)/√2

Equal potentials require D + U n_a = U n_b, and the electron number requires n_b = 1 − n_a/2. Therefore

D + U n_a = U − U n_a/2,

n_a = 2/3 − 2D/(3U).

With the low orbital full, n_a = 1/3 + (2/3) f_even. Solving for the occupation, and using f_even + f_odd = 1,

f_even = 1/2 − D/U,  f_odd = 1/2 + D/U.

For the chosen parameters f_even = 0.5 − 0.2 = 0.3 and f_odd = 0.7. The densities are n_a = 0.5333 and n_b = 0.7333, the common potential is w = 2 × 0.7333 = 1.4667, and μ = w + 1 = 2.4667. The low level is w − 2 = −0.5333, so its multiplier is β = μ − ε_low = 3. The energy consists of the hopping part, the apex energy and the repulsion:

E = (−2 + 0.3 + 0.7) + 0.4 × 0.5333 + (0.5333² + 2 × 0.7333²) = −1 + 0.2133 + 1.3600 = 0.5733.

A direct descent over density matrices, with no filling rule built in, reaches the same occupations, levels and energy. None of 5000 random complex density matrices had a lower energy.

*Following the transfer.* Keep the low orbital full, set f_even = x and f_odd = 1 − x, and relax the orbitals within their symmetry at each x:

x = 0: E = 0.6143, ε_even = 2.344, ε_odd = 2.603
x = 0.1: E = 0.5922, ε_even = 2.379, ε_odd = 2.561
x = 0.3: E = 0.5733, ε_even = 2.467, ε_odd = 2.467
x = 0.6: E = 0.6247, ε_even = 2.657, ε_odd = 2.295
x = 1: E = 0.9000, ε_even = 3.055, ε_odd = 2.000

By Janak's theorem dE/dx = ε_even − ε_odd. At x = 0 the empty even level lies below the full odd one, so the energy falls as charge moves into it. At x = 1 the order is reversed. Neither integer filling of these symmetry orbitals is stable, and the energy is lowest where the levels meet.

*Curvature.* For a transfer s from i to j at fixed orbitals, the second-order energy is (s²/2)(K_ii + K_jj − 2K_ij), with K_ij = ∂²E/∂f_i∂f_j. Between two fractional levels the first-order term vanishes, so a minimum requires this bracket to be non-negative. Here the transfer from odd to even changes the site densities by (2/3, −1/3, −1/3) per unit charge, and the bracket is

U(4/9 + 1/9 + 1/9) = 2U/3 = 1.333.

With the orbitals relaxed within their mirror symmetry, as in the table above, the numerical curvature is 1.017. It cannot exceed the fixed-orbital value, because the relaxed energy is nowhere above the fixed-orbital energy and the two agree at s = 0. The value 1.017 depends on the symmetry restriction. If complex orbitals may mix even and odd, an imaginary off-diagonal element of γ in the even-odd space leaves the density and the energy unchanged, so the relaxed energy stays at 0.5733 while the smaller occupation falls from 0.3 to 0.

*Are fractional occupations forced?* With real orbitals they are, in this example. G is strictly convex in n, so all minimizers share one density and hence one h. The low orbital is full, and the remaining freedom is a 2 × 2 matrix in the even-odd space. A real off-diagonal element would make the two base densities unequal, so it must vanish, and the occupations 0.3 and 0.7 remain. The lowest energy found for integer occupations of real orbitals is 0.6143, which is 0.0410 above the minimum. It equals the x = 0 entry above, with an empty level below a full one.

Complex orbitals change the answer. Consider

ψ = √0.3 φ_even + i√0.7 φ_odd.

The cross term in |ψ|² is the real part of an imaginary number and vanishes, so |ψ|² = 0.3 φ_even² + 0.7 φ_odd². The cross terms in ⟨ψ|t|ψ⟩ vanish because t does not couple even to odd. Filling the low orbital and ψ completely therefore gives the same density and the same energy, 0.5733, with occupations 1, 1 and 0. The aufbau conditions still hold: ψ is full at μ, and its orthogonal partner in the degenerate pair is empty at μ. The conditions permit fractional occupations at μ without demanding them.

*Limits.* The fractional solution needs 0 < f_even < 1, that is, |D| < U/2; at |D| = U/2 the two levels still meet, but their occupations have reached 0 and 1. As U goes to zero this window shrinks to the single point D = 0, where the bare triangle is itself degenerate. At D = 0.8 the computed occupations are 0.1 and 0.9. At D = 1.2, outside the window, they are 0 and 1, and the empty even level lies 0.094 above the full odd one. The repulsion can then no longer level the potentials, and the ordinary integer filling returns.

**7. Where the argument stops**

The transfer argument needs a first-order energy change of the form s(ε_j − ε_i). If G has a kink at the minimizing density, the energy of each allowed transfer must still not decrease, but its one-sided slope need not be a difference of two eigenvalues of a single h.

The conditions also concern a minimum over f. A calculation that holds the occupations fixed, for instance to describe an excited configuration, may leave an empty level below a full one. By Janak's theorem the level difference is then the initial slope of the energy along the transfer that has been forbidden.

Computed results

```
Janak test, 5-site chain, U=1, c=0.3; energies in hopping units
occupations held fixed      : [0.9 0.8 0.5 0.3 0.1]
eigenvalues eps_i           : [-1.41717 -0.59428  0.18875  1.42231  2.093  ]
numerical slopes dE/df_i    : [-1.41717 -0.59428  0.18875  1.42231  2.093  ]
largest difference          : 5.0e-09
Chain minimized over gamma, U=2, c=0
N=2.0: levels       [-8.0080e-01 -2.1000e-03  7.5350e-01  2.0346e+00  2.7149e+00]
N=2.0: occupations  [1. 1. 0. 0. 0.]
N=2.3: levels       [-0.6853  0.1167  0.9219  2.1322  2.8145]
N=2.3: occupations  [1.  1.  0.3 0.  0. ]
N=2.3: numerical dE/dN = 0.92187, mu = 0.92187
Triangle: U=2.0, apex energy D=0.4, N=2 (hopping units)
site densities (apex, base, base): [0.53333 0.73333 0.73333]
site potentials of h             : [1.46667 1.46667 1.46667]
levels                           : [-0.53333  2.46667  2.46667]
f_low=1.00000  f_even=0.30000  f_odd=0.70000
mu=2.46667  multiplier beta_low=mu-eps_low=3.00000
minimum energy = 0.573333
5000 random gammas: smallest energy excess = 0.05356
x=f_even   energy     eps_even   eps_odd   (relaxed orbitals)
   0.0    0.614331    2.34365    2.60251
   0.1    0.592218    2.37870    2.56070
   0.3    0.573333    2.46667    2.46667
   0.6    0.624739    2.65741    2.29451
   1.0    0.900000    3.05472    2.00000
transfer curvature: frozen 1.33333, relaxed 1.01695
best integer state, real orbitals: E = 0.614331
  excess over minimum = 0.040998
  levels      [-0.54616  2.34365  2.60251]
  occupations [1. 0. 1.]
integer state, complex orbital   : E = 0.573333
  occupations [0. 1. 1.]
D      f_even    f_odd     eps_even-eps_odd
0.0    0.50000   0.50000      0.00000
0.4    0.30000   0.70000      0.00000
0.8    0.10000   0.90000      0.00000
1.2    0.00000   1.00000      0.09440
Two uncoupled sites, energies 0.2 and 0, U=-1, N=1
f_1=0.0: eps_1=0.20 eps_2=-1.00 E=-0.500 aufbau holds: True
f_1=0.3: eps_1=-0.10 eps_2=-0.70 E=-0.230 aufbau holds: False
f_1=0.6: eps_1=-0.40 eps_2=-0.40 E=-0.140 aufbau holds: True
f_1=1.0: eps_1=-0.80 eps_2=0.00 E=-0.300 aufbau holds: True
```
